# Why equal room-temperature expansion coefficients can leave cooling stress

**Q:** I am bonding a 200 nm oxide film to a 0.5 mm oxide wafer at 1000 K and cooling the pair to 300 K. At 300 K both materials have an expansion coefficient of 6.0 ppm/K. The thermal strain is the coefficient difference times the temperature change, zero times 700 K, so the film must end up free of thermal stress.

**A:** That product uses the difference at 300 K for the whole 700 K. It is valid if the difference stays constant during cooling, and you know it at one temperature only. Do you know the coefficients at 600 K or at 1000 K?

**Q:** No. Both will be larger when hot, I suppose. But why should that matter, if the film is at room temperature when I measure its stress?

**A:** Because the stress depends on how much each material has shrunk since they were joined. Call the bonding temperature $T_b$ and room temperature $T_r$. I assume that the film is stress-free at $T_b$, that neither material creeps, cracks, slips or changes phase, and that the wafer is so thick that the film does not deform it. Expansion in the film plane is isotropic.

Imagine the two materials separated, with equal lengths at $T_b$. The coefficient is defined by $\alpha=d\ln L/dT$, so integration from $T_r$ to $T_b$ gives

$$
\ln\frac{L(T_b)}{L(T_r)}=\int_{T_r}^{T_b}\alpha(T)\,dT,
\qquad
L(T_r)=L(T_b)\exp\left[-\int_{T_r}^{T_b}\alpha\,dT\right].
$$

The bonded film must have the wafer's length. Its stretch, relative to the length it would like to have at $T_r$, is therefore

$$
\lambda=\frac{L_s(T_r)}{L_f(T_r)}=e^{\varepsilon},
\qquad
\varepsilon=\int_{T_r}^{T_b}\left[\alpha_f(T)-\alpha_s(T)\right]dT .
$$

The starting lengths cancel because they were equal. The subscripts $f$ and $s$ mean film and substrate. If the film would shrink more than the wafer, $\varepsilon$ is positive and the film is held in tension. The ordinary strain is $\lambda-1=\varepsilon+\varepsilon^2/2+\dots$, so for small strains I can use $\varepsilon$ itself.

Your equality says that the integrand vanishes at the lower limit. It says nothing about the area under the curve.

**Q:** I accept the strain. How do I turn it into a stress?

**A:** Take the film as an isotropic linear elastic solid with Young's modulus $E$ and Poisson ratio $\nu$. Hooke's law for one in-plane direction is

$$
\varepsilon_x=\frac{1}{E}\left[\sigma_x-\nu(\sigma_y+\sigma_z)\right].
$$

The top surface is free, so $\sigma_z=0$. The two in-plane directions are equivalent, so $\sigma_x=\sigma_y=\sigma$ and $\varepsilon_x=\varepsilon$. Then

$$
\varepsilon=\frac{(1-\nu)\sigma}{E},
\qquad
\sigma=M\varepsilon,
\qquad
M=\frac{E}{1-\nu}.
$$

For $E=270$ GPa and $\nu=0.27$, the biaxial modulus is $M=270/0.73=369.9$ GPa. It exceeds $E$ because the film is pulled in two directions at once, and each pull tries to shorten the other direction.

**Q:** Two curves that meet at 300 K might still lie on top of each other above it. What would make them separate?

**A:** Different vibrational frequencies are enough. Here is a simple model. Let a solid have $3N$ oscillators of one frequency $\omega$, and define $\theta=\hbar\omega/k_B$. Their free energy is

$$
F=3N\left[\frac{\hbar\omega}{2}+k_BT\ln\left(1-e^{-\theta/T}\right)\right].
$$

Differentiation with respect to $\omega$ gives

$$
\frac{\partial F}{\partial\omega}
=3N\hbar\left[\frac12+\frac{1}{e^{\theta/T}-1}\right]=\frac{U}{\omega},
$$

where $U$ is the vibrational energy. Suppose that the frequency falls as the volume $V$ grows, $\omega\propto V^{-\gamma}$, so that $d\omega/dV=-\gamma\omega/V$. The vibrations then exert the pressure

$$
P=-\frac{\partial F}{\partial V}=-\frac{U}{\omega}\frac{d\omega}{dV}=\frac{\gamma U}{V}.
$$

A solid of bulk modulus $B$ responds with the volume strain $P/B$, and for isotropic expansion the length strain is one third of that. The zero-point energy shifts the length by an amount independent of temperature in this approximation. The thermal part of the length strain is

$$
\frac{\gamma}{3BV}\,\frac{3Nk_B\theta}{e^{\theta/T}-1}
=A\,\frac{\theta}{e^{\theta/T}-1},
\qquad A=\frac{\gamma Nk_B}{BV}.
$$

I treat $A$ as constant. With $x=\theta/T$ and $dx/dT=-\theta/T^2$, the temperature derivative is

$$
\alpha(T)=A\theta\,\frac{e^x}{(e^x-1)^2}\,\frac{\theta}{T^2}
=A\,\frac{x^2e^x}{(e^x-1)^2}.
$$

At high temperature $x$ is small and $\alpha$ approaches $A$. At low temperature the oscillators are frozen out and $\alpha$ goes to zero. Two materials with different $\theta$ are at different stages of this rise at 300 K. If their coefficients agree there, their amplitudes $A$ must differ, and so must their high-temperature limits.

**Q:** Then put numbers on my film.

**A:** I take $\theta_f=700$ K for the film and $\theta_s=500$ K for the wafer. Requiring 6.0 ppm/K at 300 K fixes $A_f=9.267$ ppm/K and $A_s=7.524$ ppm/K. The integral of $\alpha$ is already known, since $\alpha$ was obtained by differentiation:

$$
\int_{T_r}^{T_b}\alpha\,dT
=A\left[\frac{\theta}{e^{\theta/T_b}-1}-\frac{\theta}{e^{\theta/T_r}-1}\right].
$$

It gives $5.7025\times10^{-3}$ for the film and $4.9231\times10^{-3}$ for the wafer. Hence

$$
\varepsilon=(5.7025-4.9231)\times10^{-3}=0.7794\times10^{-3},
$$

$$
\sigma=(369.9\ \mathrm{GPa})(0.7794\times10^{-3})
=0.288\ \mathrm{GPa}=288\ \mathrm{MPa}.
$$

The film is in tension. As a check on the integration, contracting the two free lengths in small temperature steps and taking the logarithm of their ratio also gives $0.7794\times10^{-3}$. The ordinary strain is larger than $\varepsilon$ by 0.039 % of $\varepsilon$, which is negligible here.

**Q:** So 288 MPa from two coefficients that are equal. At what point of the cooling does it appear?

**A:** Replace the lower limit by the current temperature. For constant $M$,

$$
\sigma(T)=M\int_T^{T_b}\Delta\alpha(T')\,dT',
\qquad \Delta\alpha=\alpha_f-\alpha_s .
$$

| $T$ (K) | $\alpha_f$ (ppm/K) | $\alpha_s$ (ppm/K) | $\sigma$ (MPa) |
|---:|---:|---:|---:|
| 1000 | 8.90 | 7.37 | 0 |
| 800 | 8.70 | 7.28 | 109 |
| 650 | 8.42 | 7.16 | 184 |
| 400 | 7.22 | 6.62 | 276 |
| 300 | 6.00 | 6.00 | 288 |

Most of the stress is present before the film gets near room temperature. The last 100 K contribute about 4 % of it. The average coefficient difference over the interval is 1.113 ppm/K, and multiplying that by 700 K recovers the strain. Your product was the right kind of formula with the wrong coefficient difference in it: it needs the average, not the value at the end.

**Q:** Yet I have a measurement on my side. Suppose I warm the finished sample by 10 K and the stress hardly moves. Doesn't that show that the two materials are matched?

**A:** If the modulus is constant, it shows that they are nearly matched around 300 K. The temperature enters $\sigma(T)$ through the lower limit of the integral, so

$$
\frac{d\sigma}{dT}=-M\,\Delta\alpha(T).
$$

At 650 K the difference is $8.421-7.164=1.257$ ppm/K and the slope is $-0.465$ MPa/K. At 300 K the slope is zero. Equal room-temperature coefficients therefore guarantee, for constant $M$, that the stress is stationary at room temperature. They do not set its value. Your warming experiment measures the slope, while the 288 MPa is the height of the curve.

**Q:** The modulus is not constant, though. Shouldn't I put $M(T)$ inside the integral and add up the stress increments?

**A:** Not for an elastic film. Its stress is fixed by its present strain and temperature, $\sigma=M(T)\varepsilon(T)$. The full increment is

$$
d\sigma=M\,d\varepsilon+\varepsilon\,dM,
$$

and your sum leaves out the second term. A closed cycle exposes the fault. Stretch the film by a small elastic strain $e$ at $T_b$, cool it while holding that elastic strain, release the strain at $T_r$, and warm the unstrained film back to $T_b$. Adding only $M\,d\varepsilon$ gives

$$
M(T_b)e-M(T_r)e,
$$

which is not zero if the moduli differ. The film would carry stress with no elastic strain, contrary to the assumed elastic law.

The final stress therefore uses the room-temperature modulus, and 288 MPa stands. Suppose, as a rough figure, that $M$ falls by $1.0\times10^{-4}$ of its room-temperature value per kelvin. The sum without the second term would give 276 MPa, about 4 % too low. Softening also changes the slope at room temperature. There $d\varepsilon/dT=-\Delta\alpha=0$, and what remains is

$$
\left.\frac{d\sigma}{dT}\right|_{T_r}=\varepsilon\,M'(T_r)
=-(1.0\times10^{-4}\ \mathrm{K^{-1}})(288\ \mathrm{MPa})
=-0.029\ \mathrm{MPa/K}.
$$

A warming of 10 K then lowers the stress by a few tenths of a megapascal, still tiny beside the stress itself.

**Q:** Is there a regime in which my rule is nearly right?

**A:** Yes, a short interval. Expand the difference about room temperature. Its constant term is zero by your equality, so

$$
\Delta\alpha(T)\approx\kappa(T-T_r),
\qquad
\kappa=\left.\frac{d\Delta\alpha}{dT}\right|_{T_r}.
$$

Integration gives

$$
\varepsilon\approx\kappa\int_{T_r}^{T_b}(T-T_r)\,dT
=\frac{\kappa}{2}(T_b-T_r)^2 .
$$

The strain starts quadratically rather than linearly, so matching at room temperature does help when the excursion is small. In our model $\kappa=7.832\times10^{-9}\ \mathrm{K^{-2}}$. For a 1 K interval the integrated strain is 0.998 of the quadratic estimate.

For the full 700 K the estimate is $1.919\times10^{-3}$, about 2.5 times the integrated strain. The straight line would reach $\Delta\alpha=\kappa\times700\ \mathrm{K}=5.5$ ppm/K at 1000 K, whereas the curves differ there by 1.5 ppm/K. They flatten as the oscillators approach the classical limit.

At the other extreme, when $T_b$ is well above both $\theta$ values, each coefficient is close to its $A$. Since $d\varepsilon/dT_b=\Delta\alpha(T_b)$, the strain then grows nearly linearly with bonding temperature, at the rate $A_f-A_s$. This limit belongs to the model with constant $A$.

**Q:** Would the film always end in tension?

**A:** No. Exchange the two Einstein temperatures and keep both coefficients at 6.0 ppm/K at 300 K. The two expansion curves change places, $\Delta\alpha$ changes sign at every temperature, and so does $\varepsilon$. With the film modulus held fixed, the result is 288 MPa of compression. The two coefficients at 300 K are the same in both cases, so by themselves they cannot even tell you the sign.

**Q:** Then I will also match the coefficients at 1000 K. Equal at both ends should settle it.

**A:** In the one-frequency model it would: the ratio $\alpha(T_b)/\alpha(T_r)$ rises steadily with $\theta$, so equality at both ends forces equal $\theta$ and equal $A$. Real solids have a spread of frequencies and extra anharmonicity, and for a general curve the middle stays free. Let $D=T_b-T_r$ and $u=T-T_r$, and take a difference $\Delta\alpha=c\,u(D-u)$ that vanishes at both ends. Then

$$
\varepsilon=c\int_0^D(uD-u^2)\,du
=c\left(\frac{D^3}{2}-\frac{D^3}{3}\right)=\frac{cD^3}{6},
$$

which is nonzero for any nonzero $c$. What you need for zero final stress is equal total contraction, $\varepsilon=0$. If you want zero stress at every temperature on the way down, the integral from $T$ to $T_b$ must vanish for every $T$. Differentiating that condition gives $\Delta\alpha(T)=0$ throughout the interval.

**Q:** Could a pair with unequal room-temperature coefficients finish stress-free, then?

**A:** Yes. Keep the film, both temperatures and $\theta_s$, and change the wafer's amplitude until its total contraction equals the film's. The amplitude must rise by the factor $5.7025/4.9231=1.158$, which raises the wafer's coefficient at 300 K from 6.00 to 6.95 ppm/K. The final stress is now zero, although the coefficients differ by 0.95 ppm/K.

Your original rule would have predicted

$$
(369.9\ \mathrm{GPa})(-0.95\times10^{-6}\ \mathrm{K^{-1}})(700\ \mathrm{K})
\approx-246\ \mathrm{MPa}.
$$

The pair is not stress-free during cooling. With constant $M$, the film first goes into tension, reaching 36.5 MPa at 565 K. The coefficients cross there, because a smooth maximum of $\sigma$ requires $\Delta\alpha=0$. Below that temperature the wafer contracts faster and removes the tension. The cancellation holds for this bonding temperature; another one would change the upper limit of the integral.

**Q:** My wafer is not infinitely thick. Does it bend enough to relieve the film?

**A:** Very little. Let the film and wafer thicknesses be $h_f$ and $h_s$, with $h_f\ll h_s$, and let $M_s=300$ GPa be the wafer's biaxial modulus. The film pulls on the wafer's top surface with force $\sigma h_f$ per unit width. This compresses the wafer uniformly by $\sigma h_f/(M_sh_s)$. It also exerts a moment $\sigma h_fh_s/2$ about the mid-plane. The bending stiffness for equal curvature in both directions is $M_sh_s^3/12$, so the curvature is

$$
C=\frac{\sigma h_fh_s/2}{M_sh_s^3/12}
=\frac{6\sigma h_f}{M_sh_s^2}.
$$

Bending adds a surface compression $Ch_s/2=3\sigma h_f/(M_sh_s)$. The total is $4\sigma h_f/(M_sh_s)$. Multiplying it by $M_f$, the film modulus called $M$ so far, and dividing by $\sigma$ gives the fractional stress loss

$$
\frac{4M_fh_f}{M_sh_s}
=\frac{4(369.9)(200\times10^{-9})}{(300)(0.5\times10^{-3})}
\approx0.20\,\% .
$$

Minimizing the elastic energy of the complete two-layer plate gives the same loss, 0.197 %, and a film stress of 287.7 MPa. The curvature is 0.0046 m$^{-1}$, a radius of about 217 m, with the film on the concave side.

**Q:** How far should I trust 288 MPa for a real film?

**A:** As an estimate of size. The film's elastic constants and room-temperature coefficient are rough values in the regime of magnesium aluminate spinel, an oxide. The wafer is hypothetical, and its perfect match at 300 K is a choice made to isolate the effect. The Einstein temperatures are model parameters, not a fit to measured expansion.

The isotropic modulus is a serious simplification for a single-crystal film. With rough cubic stiffnesses $c_{11}=280$, $c_{12}=155$ and $c_{44}=155$ GPa, and the same mismatch strain, the stress is 205 MPa for a (001) film and 353 MPa for a (111) film.

The expansion curve matters too. Suppose that anharmonicity beyond the model multiplies $\alpha$ by $1+b(T-T_r)$, with $b=1.0\times10^{-4}\ \mathrm{K^{-1}}$. This leaves the coefficients equal at 300 K. It adds 77 MPa if it acts in the film alone, but 12 MPa if it acts equally in both materials, because most of it then cancels.

Real films can also break the assumption of a stress-free start at $T_b$. If the film relaxes completely down to 900 K and is elastic below that, the final stress is 233 MPa, about 19 % lower. Growth or lattice-misfit strain adds to the thermal strain in linear elasticity. A compressive growth strain of $0.78\times10^{-3}$ would cancel the thermal tension here, so a measured total stress near zero would not prove that the thermal part is zero.

**Q:** And might the tension crack it?

**A:** A rough estimate for a crack running through the film is the energy release rate

$$
G\approx\frac{2\sigma^2h_f(1-\nu^2)}{E}=0.11\ \mathrm{J/m^2}.
$$

The factor 2 is an assumed value for a film and wafer of similar stiffness; I have not derived it. Against an assumed toughness of 8 J/m$^2$, this film is far from cracking. Since $G$ is proportional to thickness at fixed stress, the estimate reaches the toughness at about 14 µm on a very thick wafer. On your 0.5 mm wafer, a film of that thickness would already lose roughly a tenth of its stress by deforming the wafer, so the estimated limit is higher. The loss is about 12 % while the bow stays small compared with the wafer thickness. On wafers of 200 mm or more the bow is no longer small, the bending formula above overestimates the curvature effect, and the average loss falls somewhat below a tenth. Weak interfaces or a less tough film would change that limit.

**Q:** So what should I ask the wafer supplier for, if not the coefficient at 300 K?

**A:** Ask for the relative length change between 300 K and your bonding temperature, and get the same quantity for the film. For small strains, their difference gives the final thermal strain under the assumptions we have used, here to within about 0.5 %. If the stress during cooling also concerns you, ask for the length change as a function of temperature. The numerical output below lists the values for this example.

## Calculated quantities

```
Room and bonding temperature: 300, 1000 K
Einstein temperature film, substrate: 700, 500 K
Amplitude A film, substrate: 9.267, 7.524 ppm/K
Film E: 270 GPa; Poisson ratio: 0.27
Biaxial modulus film, substrate: 369.9, 300 GPa
Thickness film: 200 nm; substrate: 0.5 mm
T (K) | alpha film | alpha substrate (ppm/K) | film stress (MPa)
1000 | 8.898 | 7.369 | 0.0
800 | 8.698 | 7.284 | 109.3
650 | 8.421 | 7.164 | 183.8
600 | 8.284 | 7.103 | 206.4
400 | 7.225 | 6.616 | 276.0
300 | 6.000 | 6.000 | 288.3
Free contraction integral, film: 5.7025 e-3
Free contraction integral, substrate: 4.9231 e-3
Mismatch strain, closed form: 0.7794 e-3
Mismatch strain, quadrature: 0.7794 e-3
Log strain, stepwise cooling: 0.7794 e-3
Mean coefficient difference: 1.113 ppm/K
Final film stress: 288.3 MPa = 0.2883 GPa
Stress share from last 100 K: 4.25 %
Stress slope at 650 K: -0.4651 MPa/K
Stress slope at 300 K, constant M: 0.0000 MPa/K (size)
Slope kappa of coefficient difference: 7.832 e-9 /K^2
Quadratic-law strain for full interval: 1.919 e-3
Quadratic-law ratio for 1 K interval: 0.9983
Converse: substrate alpha at 300 K: 6.950 ppm/K
Converse: final stress size: 0.0000 MPa
Converse: peak stress 36.5 MPa at 565 K
Bilayer film stress: 287.7 MPa
Finite-substrate loss, energy and formula: 0.197, 0.197 %
Curvature, energy and formula: 0.00460, 0.00461 1/m
Radius of curvature: 216.8 m
Rough cubic c11, c12, c44: 280, 155, 155 GPa
Anisotropic M (001), (111): 263.4, 453.5 GPa
Stress for (001), (111) film: 205.3, 353.4 MPa
Rough anharmonic rise of alpha: 1.0 e-4 /K
Added stress, rise in film only: 77.4 MPa
Added stress, rise in both: 12.0 MPa
Stress if relaxed down to 900 K: 232.6 MPa
Rough modulus softening: 1.0 e-4 /K
Incorrect path-weighted modulus result: 276.2 MPa
Stress slope at 300 K with softening: -0.0288 MPa/K
Finite-strain correction: 0.039 %
Channel-crack energy release (factor 2): 0.114 J/m^2
Rough toughness: 8 J/m^2; cracking thickness: 14.0 um
```
